# The n-Mode Expansion: Inclusion-Exclusion, Vanishing Intrinsic Terms and Grid Counts

A variational calculation of molecular vibrations needs the potential energy at many geometries, and each geometry costs one electronic-structure calculation. With 12 modes and 11 grid points per mode, a full product grid has about $3.1\times10^{12}$ points. Near equilibrium one may hope that most of the potential comes from displacing only a few modes at a time. To use this, the potential must be divided into one-mode, two-mode and higher parts without counting any contribution twice, and one must know how many geometries each part requires.

## Setting and theorem

Let $V(q_1,\ldots,q_M)$ be a finite function on a product domain, so that each coordinate can be changed independently of the others. Choose a reference point $a=(a_1,\ldots,a_M)$ in the domain. It need not be a minimum.

For a set $S$ of modes, the **cut** $V_S$ is the potential with the modes in $S$ free and every other mode held at its reference value. Thus $V_\emptyset=V(a)$, and $V_S=V$ when $S$ contains all modes. The number of modes in $S$ is $|S|$.

The **intrinsic term** $W_S$ is what remains of a cut after all lower terms have been removed:

$$W_\emptyset=V_\emptyset,\qquad W_S=V_S-\sum_{T\subsetneq S}W_T. \tag{1}$$

For one and two modes this gives

$$W_1=V_1-V_\emptyset,$$
$$W_{12}=V_{12}-(V_1-V_\emptyset)-(V_2-V_\emptyset)-V_\emptyset=V_{12}-V_1-V_2+V_\emptyset .$$

The constant returns with a plus sign because it was subtracted once too often.

**Theorem.** Under these assumptions:

(a) For every $S$,
$$W_S=\sum_{T\subseteq S}(-1)^{|S|-|T|}V_T,\qquad V_S=\sum_{T\subseteq S}W_T. \tag{2}$$

(b) $W_S=0$ whenever $q_i=a_i$ for at least one $i\in S$.

(c) If $V=\sum_S U_S$, where $U_S$ depends only on the modes in $S$ and has property (b), then $U_S=W_S$ for every $S$.

(d) The truncation $V^{(n)}=\sum_{|S|\le n}W_S$ equals $V$ wherever at most $n$ modes are displaced from the reference.

(e) Let mode $i$ have $p_i$ grid points different from $a_i$. The points first needed at order $k$ number
$$N_k=\sum_{|S|=k}\ \prod_{i\in S}p_i,\qquad\text{or}\qquad N_k=\binom Mk p^k\ \text{ if all }p_i=p. \tag{3}$$

## Lemmas on alternating sums

**Lemma 1.** For integer $m\ge0$, $\sum_{j=0}^m(-1)^j\binom mj$ equals 1 if $m=0$ and 0 otherwise.

*Proof.* For $m\ge1$ the sum is the binomial expansion of $(1-1)^m=0$. For $m=0$ its single term is 1. ∎

**Lemma 2.** For $m\ge1$ and $0\le r\le m$,
$$\sum_{j=0}^r(-1)^j\binom mj=(-1)^r\binom{m-1}{r}.$$

*Proof.* Insert $\binom mj=\binom{m-1}j+\binom{m-1}{j-1}$, where the last coefficient is zero for $j=0$. Shifting the index in the second sum changes its sign:
$$\sum_{j=0}^r(-1)^j\binom{m-1}j-\sum_{j=0}^{r-1}(-1)^j\binom{m-1}j=(-1)^r\binom{m-1}r.\quad ∎$$

## Proof of the decomposition

**(a)** Moving the sum in (1) to the left gives the second equation in (2). This recursion fixes every $W_S$ uniquely, starting from the empty set. It therefore suffices to show that the first formula in (2) satisfies the second. Substitute it and exchange the sums:

$$\sum_{T\subseteq S}\sum_{R\subseteq T}(-1)^{|T|-|R|}V_R
=\sum_{R\subseteq S}V_R\sum_{R\subseteq T\subseteq S}(-1)^{|T|-|R|}.$$

A set $T$ between $R$ and $S$ is $R$ together with $j$ of the $m=|S|-|R|$ remaining modes, which can be chosen in $\binom mj$ ways. By Lemma 1 the inner sum vanishes unless $R=S$, when it is 1. The result is $V_S$.

**(b)** Fix $i\in S$. The subsets of $S$ form pairs $T$ and $T\cup\{i\}$, with $i\notin T$. Hence

$$W_S=\sum_{T\subseteq S\setminus\{i\}}(-1)^{|S|-|T|}\left[V_T-V_{T\cup\{i\}}\right].$$

The minus sign arises because the second set has one more member. At $q_i=a_i$ the two cuts are the same function, so every bracket is zero.

**(c)** Hold all modes outside a set $R$ at the reference. Every $U_S$ with a mode outside $R$ then vanishes, leaving $V_R=\sum_{S\subseteq R}U_S$. This is the recursion that determines the $W_S$, so the two families agree.

**(d)** Let $R$ be the set of displaced modes at some point. By (b), only terms with $S\subseteq R$ survive there, and

$$V-V^{(n)}=\sum_{S\subseteq R,\ |S|>n}W_S. \tag{4}$$

If $|R|\le n$ the sum is empty. If $|R|=n+1$ it is the single term $W_R$. ∎

**Remark: collecting the cuts.** For $n<M$, a cut $V_T$ with $|T|=k\le n$ occurs in each $W_S$ with $T\subseteq S$ and $|S|\le n$. Its total coefficient is $\sum_{j=0}^{n-k}(-1)^j\binom{M-k}j$, so Lemma 2 gives

$$V^{(n)}=\sum_{|T|\le n}(-1)^{n-|T|}\binom{M-|T|-1}{n-|T|}V_T .$$

For $M=4$ and $n=2$, the pair cuts have coefficient $1$, the one-mode cuts $-2$ and the constant $3$. A truncated potential is thus a difference of energies, and it need not inherit the positivity of $V$.

**Remark: relation to derivatives.** Let $\Delta_i f=f-f|_{q_i=a_i}$. Expanding the product of these operations over $i\in S$ gives $W_S=\left(\prod_{i\in S}\Delta_i\right)V_S$, because each mode is either left free or set to its reference with a minus sign. Suppose the domain is a product of intervals and $V$ has continuous derivatives through order $|S|$. Then $\Delta_i f=\int_{a_i}^{q_i}\partial_i f\,dt_i$, and repeated use gives, for two modes,

$$W_{12}=\int_{a_1}^{q_1}\!dt_1\int_{a_2}^{q_2}\!dt_2\,\frac{\partial^2V_{12}(t_1,t_2)}{\partial t_1\partial t_2}.$$

For larger $S$ there is one derivative and one integral per mode. An intrinsic term therefore measures coupling among all its modes together.

If $V$ is a polynomial in $q_i-a_i$, the cut removes monomials containing a mode outside $S$. Each $\Delta_i$ removes those that lack mode $i$ and leaves the others unchanged. What remains is the set of monomials containing every mode of $S$ and no other. The expansion thus sorts by the number of coupled modes, whereas a Taylor expansion sorts by degree.

**Remark: matrix elements.** In a basis of products of orthonormal one-mode functions $\phi_{v_i}(q_i)$, integration over the modes outside $S$ gives
$$\langle v|W_S|v'\rangle=\langle v_S|W_S|v'_S\rangle\prod_{i\notin S}\delta_{v_iv'_i}.$$
An order-$k$ term needs only a $k$-dimensional integral.

## Proof of the grid count

To evaluate every $W_S$ with $|S|\le n$ on the grid, one needs the cuts $V_T$ with $|T|\le n$. The required geometries are those with at most $n$ displaced modes, each displaced coordinate being taken from its grid. Classify them by the set $T$ of displaced modes. There are $\prod_{i\in T}p_i$ geometries for each $T$, and different sets give different geometries. Those with $|T|=k$ are absent from all lower orders, which proves (3). ∎

Through order $n$ the total is $\sum_{k=0}^nN_k$. Through order $M$ it is $\prod_i(1+p_i)$, since each mode is either at its reference or at one of $p_i$ other points.

If a grid of $g$ points contains the reference, then $p=g-1$ and the complete total is $g^M$, the size of the product grid. If it does not, then $p=g$ and the complete total is $(g+1)^M$. The lower cuts then lie off the product grid and must be computed in addition.

Now let all grids contain the reference. Adding the sizes of whole cut grids of order $k$ gives $\binom Mk(p+1)^k$, which counts some points repeatedly. A point with $j$ displaced modes lies in every order-$k$ cut that contains those modes, and there are $\binom{M-j}{k-j}$ of them. For $M=4$, $p=12$ and $k=2$,

$$864\times1+48\times3+1\times6=1014=6\times13^2,$$

although only $864+48+1=913$ geometries are distinct.

From (3), $N_{k+1}/N_k=p(M-k)/(k+1)$. For $M=12$ and $p=10$, the new points at orders 1 to 4 are 120, 6600, 220,000 and 4,950,000. The total through order 3 is 226,721, and through order 4 about 5.2 million. At fixed $n$ and $p$ the cost is a polynomial of degree $n$ in $M$, while the product grid grows exponentially. These counts use no molecular symmetry.

## A strongly coupled example

Counting says nothing about accuracy. A model with known levels shows what truncation can do. Take four identical, uncoupled Morse bonds in dimensionless coordinates $x_b$:

$$H=\sum_{b=1}^4\left[-\frac\omega2\frac{\partial^2}{\partial x_b^2}+D\left(1-e^{-\alpha x_b}\right)^2\right],\qquad D=\frac{\omega}{2\alpha^2}.$$

This $D$ makes the quadratic potential $D\alpha^2x_b^2=\omega x_b^2/2$. The chosen parameters are $\omega=3000\ \mathrm{cm^{-1}}$ and $\alpha=0.2$, so $D=37500\ \mathrm{cm^{-1}}$.

In bond coordinates $V$ is a sum of one-mode terms, and $n=1$ suffices. Instead, use the delocalized coordinates $x_b=\tfrac12\sum_ih_{bi}q_i$ with

$$h=\begin{pmatrix}1&1&1&1\\1&1&-1&-1\\1&-1&1&-1\\1&-1&-1&1\end{pmatrix}.$$

Since $h/2$ is orthogonal, the kinetic energy keeps its form. The harmonic frequencies are equal, so this choice of modes is deliberate. It shows that the size of the intrinsic terms depends on the coordinates. The reference is $q=0$.

**Exact levels.** Let $y=e^{-\alpha x}$, $f=c-y/\alpha$ and $A=d/dx+f$, with $A^\dagger=-d/dx+f$. Because $f'=y$,

$$A^\dagger A=-\frac{d^2}{dx^2}+f^2-f'=-\frac{d^2}{dx^2}+c^2-\left(\frac{2c}\alpha+1\right)y+\frac{y^2}{\alpha^2}.$$

The Morse Hamiltonian is $\frac\omega2\left[-d^2/dx^2+(1-2y+y^2)/\alpha^2\right]$. Matching the terms in $y$ requires $c=1/\alpha-\alpha/2$, and then it equals $\frac\omega2[A^\dagger A+1/\alpha^2-c^2]$. The lowest eigenvalue of $A^\dagger A$ is zero, with the normalizable state $\exp(-\int f\,dx)$ for $c>0$. Since $1/\alpha^2-c^2=1-\alpha^2/4$, the ground energy is $\frac\omega2(1-\alpha^2/4)=1485\ \mathrm{cm^{-1}}$ per bond.

The product $AA^\dagger$ has $+f'$ in place of $-f'$, so its coefficient of $y$ is $-(2c/\alpha-1)$. It therefore has the form of $A^\dagger A$ with $c$ replaced by $c-\alpha$, plus the constant $c^2-(c-\alpha)^2$. The two products share their nonzero eigenvalues, because $A$ maps eigenfunctions of one to those of the other. As $c-\alpha>0$ here, the next eigenvalue of $A^\dagger A$ is $2c\alpha-\alpha^2=2-2\alpha^2$. The fundamental is $\omega(1-\alpha^2)=2880\ \mathrm{cm^{-1}}$. The four bonds have zero-point energy $4\times1485=5940\ \mathrm{cm^{-1}}$ and four degenerate fundamentals.

**Intrinsic terms.** Each exponential in $V$ factorizes over the modes. Applying $\Delta_i$ to each factor gives, for nonempty $S$,

$$W_S=D\sum_b\left[\prod_{i\in S}\left(e^{-\alpha h_{bi}q_i}-1\right)-2\prod_{i\in S}\left(e^{-\alpha h_{bi}q_i/2}-1\right)\right]. \tag{5}$$

For $|S|\ge2$, to lowest degree the bracket is $(-\alpha)^{|S|}(1-2^{1-|S|})\prod_{i\in S} h_{bi}q_i$. For $S=\{2,3,4\}$ and for all four modes, the product of signs is $+1$ in every row, so the sum over $b$ gives 4:

$$W_{234}\approx-3D\alpha^3q_2q_3q_4=-\tfrac32\omega\alpha\,q_2q_3q_4,$$
$$W_{1234}\approx\tfrac72D\alpha^4q_1q_2q_3q_4=\tfrac74\omega\alpha^2q_1q_2q_3q_4.$$

The coefficients are $-900$ and $210\ \mathrm{cm^{-1}}$.

At $q=(1,1,1,1)$ one bond has $x=2$ and the others $x=0$. The potential is $37500(1-e^{-0.4})^2=4076\ \mathrm{cm^{-1}}$. Summed by order, the intrinsic terms give

$$5885-1050-952+193=4076\ \mathrm{cm^{-1}}.$$

Hence $V^{(2)}=4835$ is too high by 759, and $V^{(3)}=3883$ too low by $193\ \mathrm{cm^{-1}}$.

**Vibrational levels.** The table gives results in $\mathrm{cm^{-1}}$ from 495 harmonic product functions with at most 8 quanta in total. The matrix elements use 13 quadrature points per mode.

| Potential | Zero-point | Single | Triple |
|---|---:|---:|---:|
| $V^{(1)}$ | 6016 | 2970 | 3026 |
| $V^{(2)}$ | 5954 | 2886 | 2932 |
| $V^{(2)}+W_{234}$ | 5941 | 2879 | 2874 |
| $V^{(3)}$ | 5938 | 2874 | 2864 |
| $V^{(4)}=V$ | 5940 | 2880 | 2880 |

The value 2970 can be checked by hand. On its cut, mode 1 has the potential $4D(1-e^{-\alpha q_1/2})^2$, a Morse potential with $\alpha$ halved, and its fundamental is $\omega(1-\alpha^2/4)$.

The four exact fundamentals coincide because the bonds are identical and uncoupled. A potential truncated in the $q_i$ need not be a sum of one-bond terms, and symmetry then protects only a triple degeneracy, as the table shows. Permuting $q_2,q_3,q_4$, or reversing the signs of two of them, merely permutes the bonds. These operations also preserve the order of each intrinsic term, so they leave every $V^{(n)}$ unchanged, and $W_{234}$ as well. The fundamental of mode $j=2,3,4$ changes sign under the reversals as $q_j$ does. These three patterns differ, so the states do not mix, and the permutations carry them into one another, so their energies are equal. No operation relates $q_1$ to the other modes, so its fundamental is not tied to theirs.

Adding $W_{234}$ alone to $V^{(2)}$ lowers the triple level by $58\ \mathrm{cm^{-1}}$, from 52 above the exact value to 6 below it. The remaining three-mode terms then move it further away, to 16 below, and $W_{1234}$ restores it. In this sequence the last two contributions partly cancel, so a more complete potential can give a less accurate level. Over whole orders $n=1,2,3$ the error of the triple level falls in size from 146 to 52 to $16\ \mathrm{cm^{-1}}$, and the root-mean-square potential error, weighted by the harmonic ground-state density, falls from 741 to 339 to $55\ \mathrm{cm^{-1}}$.

**Where the truncation fails.** At $q=(4,4,4,4)$, $V$ is about $23900$ but $V^{(3)}$ is about $-24000\ \mathrm{cm^{-1}}$. Along $q=(t,t,t,t)$ with $t\to\infty$, $V$ tends to $D$. In (5), each of the last three rows contributes a term growing as $De^{2\alpha t}$ to $W_{1234}$, so $V^{(3)}=V-W_{1234}$ tends to $-\infty$. A wave packet of fixed shape and finite extent, moved far enough along this line, has fixed kinetic energy and arbitrarily low potential energy. The Hamiltonian with $V^{(3)}$ therefore has no ground state.

The same holds for $V^{(2)}+W_{234}=V_{234}+W_1+W_{12}+W_{13}+W_{14}$. On this line the cut $V_{234}$ has three bonds at $x=-t/2$ and grows as $3De^{\alpha t}$, and $W_1$ tends to $4D$. Each $W_{1j}$ has two rows with $h_{bj}=-1$ and falls as $-2De^{\alpha t}$. The sum falls as $-3De^{\alpha t}$.

The entries for $V^{(3)}$ and for $V^{(2)}+W_{234}$ describe motion near the reference in a finite basis. They are not limits of an ever larger one. Enlarging the basis from 6 to 8 quanta changes the $V^{(3)}$ level energies by up to about $3\ \mathrm{cm^{-1}}$. The same step changes the levels of the full potential by up to $1.6\ \mathrm{cm^{-1}}$, so a drift of this size does not by itself reveal the missing lower bound. With the full potential and 8 quanta, the largest deviation from the exact level energies is about $0.1\ \mathrm{cm^{-1}}$. Going on from 8 to 14 quanta lowers the fundamentals of $V^{(3)}$ by about $0.5$ and those of $V^{(2)}+W_{234}$ by about $0.3\ \mathrm{cm^{-1}}$. The two table entries 2874 then round to 2873, and the triple level of $V^{(2)}+W_{234}$ lies about 7 rather than 6 below the exact value. From 12 to 14 quanta these levels move by less than $0.05\ \mathrm{cm^{-1}}$, so they look converged although the potentials have no lower bound. Agreement on all low-order cuts, which the theorem guarantees, must therefore be supplemented by a check of the region that the basis can reach.

The numerical check tests the decomposition, the grid counts and the full-potential levels.

## Numbers as computed

```
omega = 3000 cm^-1, alpha = 0.2, D = 37500 cm^-1
anharmonicity omega*alpha^2/2 = 60.0 cm^-1
largest |W_S| on lower cuts, generic test = 4.4e-16
leading coefficient of q2q3q4 = -900.0 cm^-1
leading coefficient of q1q2q3q4 = 210.0 cm^-1
Point q=(1,1,1,1), sum of intrinsic terms per order:
  order 0: 0.00 cm^-1; V^(0) = 0.00 cm^-1
  order 1: 5884.68 cm^-1; V^(1) = 5884.68 cm^-1
  order 2: -1049.61 cm^-1; V^(2) = 4835.06 cm^-1
  order 3: -952.23 cm^-1; V^(3) = 3882.83 cm^-1
  order 4: 193.00 cm^-1; V^(4) = 4075.83 cm^-1
  full V = 4075.83 cm^-1
basis: 495 functions, total quanta <= 8; 13 points per mode
n=1: ZPE 6015.8; fundamentals 2970.0 3025.9 3025.9 3025.9 cm^-1
n=2: ZPE 5954.0; fundamentals 2885.9 2931.6 2931.6 2931.6 cm^-1
n=3: ZPE 5937.6; fundamentals 2864.4 2864.4 2864.4 2873.7 cm^-1
n=4: ZPE 5940.0; fundamentals 2880.1 2880.1 2880.1 2880.1 cm^-1
n=2 plus W_234: ZPE 5940.8; fundamentals 2873.7 2873.7 2873.7 2879.0 cm^-1
exact: ZPE 5940.0; fundamentals 2880.0 2880.0 2880.0 2880.0 cm^-1
n=1: rms potential error 741.2 cm^-1; level drift from quanta<=6: 0.03 cm^-1
n=2: rms potential error 339.3 cm^-1; level drift from quanta<=6: 0.87 cm^-1
n=3: rms potential error 55.3 cm^-1; level drift from quanta<=6: 2.86 cm^-1
n=4: rms potential error 0.0 cm^-1; level drift from quanta<=6: 1.63 cm^-1
n=4: largest deviation from exact levels = 0.113 cm^-1
q=(4,4,4,4): V = 23886 cm^-1, V^(3) = -23999 cm^-1
Grid counts, M=4, p=12 non-reference points per mode:
  order 0: cuts 1, new 1, total 1, whole cut grids 1
  order 1: cuts 4, new 48, total 49, whole cut grids 52
  order 2: cuts 6, new 864, total 913, whole cut grids 1014
  order 3: cuts 4, new 6912, total 7825, whole cut grids 8788
  order 4: cuts 1, new 20736, total 28561, whole cut grids 28561
  full product grid: 28561 points
Grid counts, M=12, p=10 non-reference points per mode:
  order 0: cuts 1, new 1, total 1, whole cut grids 1
  order 1: cuts 12, new 120, total 121, whole cut grids 132
  order 2: cuts 66, new 6600, total 6721, whole cut grids 7986
  order 3: cuts 220, new 220000, total 226721, whole cut grids 292820
  order 4: cuts 495, new 4950000, total 5176721, whole cut grids 7247295
  full product grid: 3138428376721 points
```
